# Why halogen colours deepen from Cl2 to I2: gap and borrowed intensity

## Definitions and conventions

The molecular axis is $z$, atom $a$ lies on the left and atom $b$ on the right. Each atom contributes three real valence p orbitals, $x_A,y_A,z_A$, taken as orthonormal. Their symmetric combinations are

$$\sigma_g=\frac{z_a-z_b}{\sqrt2},\quad \sigma_u=\frac{z_a+z_b}{\sqrt2},\quad \pi_g=\frac{x_a-x_b}{\sqrt2},\quad \pi_u=\frac{x_a+x_b}{\sqrt2},$$

with partners in $y$. The orbitals $\sigma_g,\pi_u$ are bonding and $\pi_g,\sigma_u$ antibonding. The leading configuration of the ground state $X\,{}^1\Sigma_g^+$ is $\sigma_g^2\pi_u^4\pi_g^4$, with $\sigma_u$ empty.

The spin-orbit operator acts within each p shell:

$$H_{\rm SO}=\zeta\sum_i\left[l_zs_z+\tfrac12(l_+s_-+l_-s_+)\right]_i .$$

Here $\zeta$ is the free-atom constant, two thirds of the $p_{3/2}-p_{1/2}$ splitting. $\Omega$ is the total angular momentum about the axis. Excitation energies are measured from $X$ and given in eV; lengths and transition dipoles are in atomic units. For a randomly oriented gas the oscillator strength is $f=\frac23\Delta E|\mu|^2$, with $\Delta E$ in hartree.

## What happens

The visible absorption moves one electron from $\pi_g$ to $\sigma_u$. This gives a triplet ${}^3\Pi_u$ and a singlet ${}^1\Pi_u$. The singlet is reached by light polarised across the axis. The $\Omega=0_u^+$ component of the triplet, called $B$, is reached by light polarised along the axis, but only through spin-orbit coupling.

From Cl2 to I2 the band moves from the violet edge into the green, and the $B$ line gains strength. The gain begins as $\zeta^2$. A picture in which the triplet borrows only from one strong singlet is incomplete: triplet character mixed into the ground state lends a second amplitude of similar size.

## Why the band moves: the spin-free gap

With spin-orbit coupling removed, the computed energies are:

| | Cl2 | Br2 | I2 |
|---|---|---|---|
| bond length (bohr) | 3.82 | 4.34 | 5.08 |
| $\pi_g$–$\sigma_u$ orbital gap (eV) | 4.09 | 3.40 | 2.72 |
| ${}^3\Pi_u$ (eV) | 3.09 | 2.48 | 1.91 |
| ${}^1\Pi_u$ (eV) | 3.92 | 3.17 | 2.47 |

The bond lengths are restricted Hartree-Fock values in the def2-SVP basis. The energies come from full configuration interaction (CI) of ten electrons in the six p-derived orbitals. These orbitals were optimised with occupation 5/3 in each, so that all six are treated alike. Iodine has a scalar-relativistic core potential; chlorine and bromine are treated without scalar relativity. Dynamic correlation outside the six orbitals and Rydberg states are missing, so trends deserve more trust than absolute positions. At the same bond lengths, the def2-TZVP basis moves these state energies by up to 0.05 eV and def2-SVPD (Cl2 and I2) by up to 0.14 eV. The strength of $B$ found below changes by about 5%, and its ground-state share stays at 55–58%. The bond lengths are longer than the measured 3.76, 4.31 and 5.04 bohr; Hartree-Fock in def2-TZVP gives 3.74 bohr for Cl2.

Bond length alone does not explain the trend. Cl2 stretched to the length of Br2 has its ${}^1\Pi_u$ state at 2.21 eV, well below the 3.17 eV of Br2 itself. Lengthening a given bond weakens the antibonding push on $\sigma_u$ and lowers the gap, but replacing chlorine by bromine at that length raises it again. A plausible reason is the greater reach of the bromine orbitals; this was not tested separately.

Spin-orbit coupling opposes the red shift of $B$. To see this, write $H_{\rm SO}=\sum_{pq}h_{pq}a_p^\dagger a_q$ and use

$$[a_p^\dagger a_q,\,a_u^\dagger a_r]=\delta_{qu}a_p^\dagger a_r-\delta_{pr}a_u^\dagger a_q .$$

The second term shows that a hole feels $-h$. The two $\Omega=0$ components of ${}^3\Pi_u$ are built from

$$T_1=a^\dagger_{\sigma_u\alpha}a_{\pi_g^+\beta}|X\rangle,\qquad T_2=a^\dagger_{\sigma_u\beta}a_{\pi_g^-\alpha}|X\rangle ,$$

where $\pi^\pm$ has $m=\pm1$. In $T_1$ the missing electron had $m=+1$ and $m_s=-\frac12$, so the shift is $-\zeta(1)(-\frac12)=+\zeta/2$; $T_2$ gives the same. For $\Omega=2$ the missing electron has $m=-1$, $m_s=-\frac12$, and the shift is $-\zeta/2$. For the triplet with $\Omega=1$ the two spin terms average to zero. These first-order shifts were tested in the CI states of all three molecules.

For I2, $\zeta=0.673$ eV, so first order puts $B$ at $1.9106+0.3365=2.247$ eV. Full diagonalization gives 2.325 eV. The remaining 0.08 eV is of higher order; its sign agrees with a lowering of the ground state by spin-orbit mixing. Between Cl2 and I2 the spin-free triplet falls by 1.18 eV, but $B$ falls by only 0.81 eV.

## Why the forbidden line appears: two lenders

The even combination $B=(T_1+T_2)/\sqrt2$ is $0_u^+$; the odd one is $0_u^-$. Parity and $\Omega$ allow two first-order routes from $X$ to $B$:

$$\mu_B=\sum_k\frac{\langle B|H_{\rm SO}|k\rangle\langle k|Z|X\rangle}{E_T-E_k}+\sum_k\frac{\langle B|Z|k\rangle\langle k|H_{\rm SO}|X\rangle}{0-E_k},$$

where $Z=\sum_i z_i$ and $E_T$ is the spin-free ${}^3\Pi_u$ energy. The sign of the electron charge changes the overall sign of $\mu_B$ and drops out of $f$. In the first sum $k$ is a ${}^1\Sigma_u^+$ state; in the second it is a ${}^3\Pi_g$ state. I first take single configurations.

**Lender in the excited state.** The strong singlet is

$$S=\frac{1}{\sqrt2}\left(a^\dagger_{\sigma_u\alpha}a_{\sigma_g\alpha}+a^\dagger_{\sigma_u\beta}a_{\sigma_g\beta}\right)|X\rangle .$$

Since $l_+|0\rangle=\sqrt2|{+1}\rangle$ and $s_-\alpha=\beta$,

$$\langle\pi_g^+\beta|H_{\rm SO}|\sigma_g\alpha\rangle=\frac{\zeta}{2}\sqrt2=\frac{\zeta}{\sqrt2}.$$

The two atoms contribute half each, with equal sign, because $\pi_g$ and $\sigma_g$ are both $a-b$ combinations. The hole sign and the factor $1/\sqrt2$ in $S$ give $\langle S|H_{\rm SO}|T_1\rangle=-\zeta/2$, and $T_2$ gives the same. Hence

$$\langle S|H_{\rm SO}|B\rangle=\frac{1}{\sqrt2}\left(-\frac\zeta2-\frac\zeta2\right)=-\frac{\zeta}{\sqrt2}.$$

Let $z_\sigma$ be half the distance between the centroids of $z_a$ and $z_b$, and $z_\pi$ the same for $x_a$ and $x_b$. Then $\langle\sigma_u|z|\sigma_g\rangle=\frac12(\langle z\rangle_a-\langle z\rangle_b)=-z_\sigma$. The two spins add, so $\langle S|Z|X\rangle=-\sqrt2\,z_\sigma$.

**Lender in the ground state.** Define $G_1=a^\dagger_{\sigma_u\alpha}a_{\pi_u^+\beta}|X\rangle$, $G_2=a^\dagger_{\sigma_u\beta}a_{\pi_u^-\alpha}|X\rangle$ and $G=(G_1+G_2)/\sqrt2$. Each is reached from $X$ with amplitude $\zeta/\sqrt2$, by the same ladder factors, so

$$\langle G|H_{\rm SO}|X\rangle=\frac{1}{\sqrt2}\left(\frac{\zeta}{\sqrt2}+\frac{\zeta}{\sqrt2}\right)=\zeta .$$

The dipole from $G$ to $B$ moves the hole from $\pi_u$ to $\pi_g$. The orbital element is $-z_\pi$ and the hole supplies another minus sign, so $\langle B|Z|G\rangle=+z_\pi$.

Inserting the four elements, with $E_S$ and $E_G$ the energies of $S$ and $G$, gives

$$\mu_B=\frac{(-\zeta/\sqrt2)(-\sqrt2z_\sigma)}{E_T-E_S}-\frac{\zeta z_\pi}{E_G}
=-\zeta\left[\frac{z_\sigma}{E_S-E_T}+\frac{z_\pi}{E_G}\right].$$

The routes add. At fixed spin-free energies and dipoles, the leading strength is

$$f_B=\tfrac23E_T|\mu_B|^2\propto\zeta^2 .$$

For independent electrons the denominators become $\varepsilon_{\pi_g}-\varepsilon_{\sigma_g}$ and $\varepsilon_{\sigma_u}-\varepsilon_{\pi_u}$. In a test of this limit, direct diagonalization gave $2.5388\times10^{-3}$ and the formula $2.5385\times10^{-3}$.

## How large: iodine worked through

For I2 the strong singlet lies at 9.128 eV, the triplet $B$ state at 1.911 eV before spin-orbit coupling, and ${}^3\Pi_g$ at 3.646 eV. With $z_\sigma=2.800$ and $z_\pi=2.504$ bohr, the single-configuration magnitudes are

$$\frac{0.673\times2.800}{9.128-1.911}=0.261,\qquad
\frac{0.673\times2.504}{3.646}=0.462 .$$

Their sum is 0.723. The sums over CI states give only 0.342, so the simple formula is too large by a factor of 2.1. For Cl2 the factor is 2.0. The formula explains the mechanism and the signs, but it should not be used for absolute intensities.

The strong-singlet route shows where part of the loss arises. Its CI spin-orbit coupling is $0.411\zeta$ instead of $0.707\zeta$, a factor of 0.58. Its transition dipole follows from $f_S=2.126$ and $E_S=0.3355$ hartree:

$$|\langle S|Z|X\rangle|=\sqrt{\frac{2.126}{(2/3)\,0.3355}}=3.08,$$

instead of $\sqrt2\times2.800=3.96$, a factor of 0.78. The route is thus reduced to $0.261\times0.58\times0.78=0.118$, which is 35% of the total 0.342. All ${}^1\Sigma_u^+$ states together supply 41%, and ground-state mixing supplies 59%. In Cl2 the corresponding shares are 40%, 44% and 56%.

These shares depend on the high computed $E_S$. If $E_S$ of I2 were 3 eV lower with its coupling and dipole unchanged, its amplitude would become $0.118\times7.22/4.22=0.20$, equal to the present ground-state contribution. That both routes matter is a firmer result than their exact ratio.

### Why configuration mixing matters

The pair of holes in $B$ explains the sensitivity. With $\wedge$ denoting an antisymmetric product,

$$\pi_g\wedge\sigma_u=\tfrac12\left(x_a\wedge z_a+x_a\wedge z_b-x_b\wedge z_a-x_b\wedge z_b\right).$$

Half the weight is ionic, with both holes on one atom. The other half is covalent, with one hole on each. Mixing with the configuration that has holes in $\pi_u$ and $\sigma_g$ changes this balance.

In the present orbital space the ${}^1\Sigma_u^+$ states are purely ionic: the covalent singlet products $z_az_b$ and $x_ax_b+y_ay_b$ are even under inversion. Because $H_{\rm SO}$ acts on one atom at a time, it connects these states to the ionic part of $B$ alone. Because $Z$ is diagonal in the local orbitals, it reaches them from the ionic part of $X$ alone. The second route also needs the ionic part of $B$, apart from a smaller, opposing term in $z_\sigma-z_\pi$, since the displacements of two holes on opposite atoms nearly cancel.

Two consequences follow. A method that misjudges ionic character misjudges the borrowed intensity. And as the bond dissociates into neutral atoms, the ionic parts vanish and $z_\sigma-z_\pi$ tends to zero, so every element of $Z$ between the neutral-atom states vanishes, and $\mu_B$ with it. (The first-order sums cannot be used in that limit, because $E_G$ also tends to zero.) The single-configuration formula keeps half the weight ionic at every distance and fails there. The reduction near equilibrium is consistent with $B$ and $X$ being less than half ionic, but mixing within $S$ also contributes, and the two effects were not separated.

## How far $\zeta^2$ explains the series

The atomic constants, from exchange-only Dirac local-density atoms, are 0.083, 0.334 and 0.673 eV. These are 7 to 14% larger than the values from the measured atomic splittings, 0.073, 0.305 and 0.628 eV. With the measured values $\zeta^2$ would grow by 74 from Cl to I, the strength of $B$ by 183, and $B$ of I2 would lie at 541 nm. The computed constants are used throughout. The strengths of $B$ from full diagonalization are $3.81\times10^{-5}$, $9.08\times10^{-4}$ and $6.19\times10^{-3}$.

From Cl2 to I2 the strength grows by a factor of 162, while $\zeta^2$ grows by 65. Computing I2 with the $\zeta$ of chlorine separates the factors:

$$162\simeq65.4\times2.23\times1.11 .$$

The factor 2.23 is the ratio of strengths at equal $\zeta$. The larger dipoles and smaller denominators of I2 raise it; the smaller transition energy and a somewhat stronger reduction by configuration mixing lower it. The factor 1.11 is the departure from $\zeta^2$ in I2. It has two parts. The transition energy rises from 1.954 to 2.325 eV as $\zeta$ grows from the chlorine to the iodine value, a factor of 1.19. The squared dipole therefore grows by $65.4\times1.11/1.19\simeq61$, slightly less than $\zeta^2$.

Two limits were tested in each molecule. At $\zeta=0$ the parallel line vanishes. At 2% of the atomic $\zeta$, the strength agrees with the first-order result within 2%.

## From lines to colour

Vertical energies are not enough, because the bands are broad. Let the upper potential differ from the harmonic ground potential by $\Delta V=\Delta_0+gx$, where $x$ is the bond displacement, and let the transition dipole be constant. For a starting vibrational level $n$, $(H_g-E_n)|n\rangle=0$, so

$$(H_u-E_n)|n\rangle=\Delta V|n\rangle .$$

The first two moments of the band are therefore $\langle\Delta V\rangle$ and $\langle\Delta V^2\rangle$. Since $\langle x\rangle=0$ in every level, the thermal variance is

$$s^2=g^2\langle x^2\rangle=g^2\,\frac{\coth(\omega/2k_{\rm B}T)}{2M\omega},$$

with $M$ the reduced mass. For $B$ in I2 at 298 K this gives $s=1.604\times0.0912=0.146$ eV. The variance formula was tested against a vibronic spectrum; the Gaussian shape used next is a further assumption. The perpendicular strength, which includes a weak contribution from the $\Omega=1$ component of the triplet, is placed in a single band at its mean energy.

| | Cl2 | Br2 | I2 |
|---|---|---|---|
| $B$ centre (nm) | 395 | 465 | 533 |
| $f_B$ between 400 and 700 nm | $1.7\times10^{-5}$ | $8.9\times10^{-4}$ | $6.2\times10^{-3}$ |
| total $f$ in that window | $2.8\times10^{-5}$ | $1.1\times10^{-3}$ | $6.3\times10^{-3}$ |

Weak removal of violet light leaves a pale yellowish gas, removal of blue leaves orange to brown, and removal of green leaves violet. The band position sets the hue, while the growing strength deepens the colour. The position depends on the spin-free gap and, in Br2 and I2, also on spin-orbit coupling. In I2 the coupling moves $B$ from 1.911 eV (649 nm, in the red) to 2.325 eV (533 nm, in the green).

Exchanging positions and strengths shows how the two causes combine. The band widths are exchanged along with the positions. Chlorine's strengths at iodine's band positions give a visible strength of $1.5\times10^{-3}$, 54 times that of Cl2. This comes mostly from the perpendicular band, which in Cl2 itself lies almost wholly in the ultraviolet, although its weak visible tail still supplies 38% of the visible strength of Cl2. Iodine's strengths at chlorine's positions give $2.8\times10^{-3}$, about 100 times that of Cl2. Both changes together give a factor of 227. The factors do not multiply, because different bands carry the strength in the two exchanges. These numbers illustrate the model in the def2-SVP basis only. They rest on a perpendicular strength that is not converged (see below): in def2-TZVP, with the same widths, the factor 54 becomes about 11 and the factor 227 about 300.

The perpendicular band is the least secure part. For pure p orbitals its on-atom dipole vanishes, since $x$ cannot connect $x_A$ to $z_A$ about the same nucleus. What remains comes from interatomic terms and from s and d admixture. Its computed strength falls from $1.4\times10^{-3}$ in Cl2 to $6.9\times10^{-5}$ in I2. Neither the values nor the trend survive a change of basis: def2-TZVP at the same bond lengths gives $2.0\times10^{-4}$, $1\times10^{-6}$ and $6\times10^{-6}$ for Cl2, Br2 and I2. The six-orbital model therefore does not predict this strength. In the measured spectra of Cl2 and Br2 the ${}^1\Pi_u$ band is the stronger one, so the totals in the table should not be read as the visible strengths of the real gases.

The visible strength of Cl2 is also fragile, because $B$ lies only 0.04 eV beyond the violet edge and has a width of 0.29 eV. A rise of 0.5 eV in its position would cut the visible fraction of $B$ from 45% to about 3%. The bond length alone matters: at the measured lengths $B$ lies at 371, 452 and 517 nm, the visible strength of Cl2 falls to about $1\times10^{-5}$, and the ratio of I2 to Cl2 rises to about 630.

## What to do in a calculation

- Converge the spin-free ${}^3\Pi_u$ and ${}^1\Pi_u$ energies first. Together with the spin-orbit shift they set the hue, and a correct $\zeta$ does not repair a wrong gap.
- Apply spin-orbit coupling to the ground state as well as the excited states. In this model, leaving the ground state pure loses 56–59% of the first-order $B$ amplitude, and hence about four fifths of the intensity.
- Treat $B$, $X$ and the ionic singlets with enough correlation to describe their ionic character, and check the result against changes in $E_S$.
- Repeat the calculation with $\zeta$ scaled down. If $f_B/\zeta^2$ does not become constant, the line is not purely borrowed at first order, or states have been misassigned.
- Report parallel and perpendicular strengths separately, and integrate the broadened bands over the visible window before comparing colours.

The full set of computed values is in the numerical output below.

## Computed values

```
quantity [unit]                                            Cl2         Br2          I2
atomic zeta [eV]                                        0.0832      0.3335      0.6730
RHF bond length [bohr]                                  3.8155      4.3435      5.0820
harmonic quantum [eV]                                  0.06941     0.04187     0.02827
thermal sd of bond length, 298.15 K [bohr]              0.0833      0.0815      0.0912
orbital gap pi_g* to sigma_u* [eV]                      4.0930      3.3986      2.7248
spin-free 3Pi_u energy [eV]                             3.0937      2.4816      1.9106
spin-free 1Pi_u energy [eV]                             3.9217      3.1659      2.4657
strong 1Sigma_u+ energy E_S [eV]                       13.1737     11.1648      9.1281
strong 1Sigma_u+ oscillator strength                    1.8031      1.9527      2.1262
3Pi_g energy E_G [eV]                                   5.8611      4.7271      3.6460
z_sigma [bohr]                                          2.0775      2.3845      2.7996
z_pi [bohr]                                             1.8865      2.1364      2.5040
CI coupling B to 1Sigma_u+ / zeta                       0.4608      0.4355      0.4105
mu_B, sums over states [a.u.]                          0.02231     0.11909     0.34166
mu_B, single-configuration formula [a.u.]              0.04395     0.24234     0.72324
amplitude share via all u singlets                      0.4407      0.4285      0.4105
amplitude share via strong singlet alone                0.4031      0.3753      0.3454
amplitude share via ground-state mixing                 0.5593      0.5715      0.5895
f of B, first order                                  3.773e-05   8.623e-04   5.464e-03
f of B, full diagonalization                         3.814e-05   9.078e-04   6.187e-03
f of perpendicular band                              1.443e-03   4.256e-04   6.925e-05
B energy with spin-orbit [eV]                           3.1361      2.6639      2.3250
perpendicular mean energy [eV]                          3.9213      3.1576      2.4416
B wavelength [nm]                                        395.3       465.4       533.3
slope of B energy [eV/bohr]                            -3.4802     -2.4810     -1.6039
sd of B band [eV]                                       0.2899      0.2021      0.1462
sd of perpendicular band [eV]                           0.3361      0.2377      0.1805
f within 400-700 nm, total                           2.761e-05   1.065e-03   6.256e-03
f within 400-700 nm, B part                          1.716e-05   8.936e-04   6.186e-03
visible window: 1.7712 to 3.0996 eV
Cl2 at Br2 length: 1Pi_u energy 2.2146 eV
I2 with zeta of Cl: f of B 8.493e-05
I2 with zeta of Cl: B energy 1.9536 eV
f of B, ratio I2/Cl2: 162.20
zeta squared, ratio I/Cl: 65.36
f of B, ratio I2/Cl2 at equal zeta (Cl): 2.227
visible f, Cl2 strengths at I2 positions: 1.480e-03
visible f, I2 strengths at Cl2 positions: 2.784e-03
model mu_B: diagonalized 2.538802e-03, formula 2.538462e-03 a.u.
Z=53 2p splitting: basis 14.49447, exact 14.49448 hartree
```
